\section*{How a leakage floor distorts the measured subthreshold swing}

\section*{Problem}

An n-channel silicon MOSFET is measured at fixed drain bias and fixed temperature. The drain current has two parts,
\begin{equation}
I(V_G)=I_{\rm ch}(V_G)+I_L .
\label{eq:total}
\end{equation}
The channel current $I_{\rm ch}$ is positive and rises with the gate voltage $V_G$. The leakage floor $I_L$ does not depend on $V_G$. The subthreshold swing of a current is the gate voltage needed per decade of that current, taken as a local slope:
\begin{equation}
S=\frac{dV_G}{d(\log_{10} I)} .
\label{eq:def}
\end{equation}
Write $S_{\rm ch}$ for the swing of the channel current alone and $S_{\rm app}$ for the apparent swing, obtained from the total current.

\begin{enumerate}
\item[(a)] Show that, at the same gate voltage, $S_{\rm app}$ is $S_{\rm ch}$ multiplied by one plus the ratio of leakage to channel current. Does the proof need an exponential channel current?
\item[(b)] Which channel current makes $S_{\rm app}$ exceed $S_{\rm ch}$ by 5 percent of $S_{\rm ch}$? What total current is then measured?
\item[(c)] Take $I_L=10$ pA, $T=300$ K and a gate coupling factor $n=1.3$. Find the two currents, the two swings, and the gate interval between the point where $I_{\rm ch}=I_L$ and the 5 percent point.
\item[(d)] The swing is often read from two points instead of a local slope. Let the channel current be exponential and rise by one decade between the points. What is the error if the lower point is the one found in (b)? Where may the lower point lie if 5 percent is allowed?
\item[(e)] Suppose the leakage does vary with gate voltage, with a swing $S_L$ of its own. How does the factor in (a) change?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] Turn the logarithm in the definition into a ratio of a current to its slope. Ask which of the two the floor changes.
\item[(b)] Only the ratio $r=I_L/I_{\rm ch}$ matters. Keep channel current and total current apart.
\item[(c)] In weak inversion the surface potential follows the gate as $d\psi/dV_G=1/n$, and the electron density follows the surface potential through a Boltzmann factor.
\item[(d)] The gate step between the points equals $S_{\rm ch}$ times one decade. Count the decades that the total current covers in the same step.
\item[(e)] Write each slope as $\ln 10$ times a current divided by its swing, then add the slopes.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The factor}

Since $\log_{10}I=\ln I/\ln 10$, a small change of gate voltage gives
\begin{equation}
d(\log_{10}I)=\frac{1}{\ln 10}\,\frac{1}{I}\frac{dI}{dV_G}\,dV_G
\quad\Longrightarrow\quad
S=\ln 10\,\frac{I}{dI/dV_G}.
\label{eq:ratio}
\end{equation}
For the channel alone this reads $S_{\rm ch}=\ln 10\, I_{\rm ch}/I_{\rm ch}'$, where the prime means $d/dV_G$. For the total current, $I_L'=0$ gives $I'=I_{\rm ch}'$. The floor enters the numerator but not the denominator:
\begin{equation}
S_{\rm app}=\ln 10\,\frac{I_{\rm ch}+I_L}{I_{\rm ch}'}
=\ln 10\,\frac{I_{\rm ch}}{I_{\rm ch}'}\left(1+\frac{I_L}{I_{\rm ch}}\right)
=S_{\rm ch}(1+r),\qquad r=\frac{I_L}{I_{\rm ch}} .
\label{eq:main}
\end{equation}

No exponential law was used. The channel current needs a nonzero slope at the point considered, and both swings must be taken at the same gate voltage.

The floor adds current without adding any response to the gate. A given gate step therefore produces a smaller fractional change of current, and the transistor appears to switch less steeply. For $r\ll1$ the apparent swing approaches the channel swing. For $r\gg1$ it is approximately $S_{\rm ch}I_L/I_{\rm ch}$, which grows without bound as the channel turns off: the measured curve becomes flat.

A constant offset of opposite sign, for example from an ammeter, makes $r$ negative. Equation \eqref{eq:main} still holds while the total current is positive, but the apparent swing is then too small.

\subsection*{(b) The current for a 5 percent error}

The error relative to the channel swing is
\begin{equation}
\varepsilon=\frac{S_{\rm app}}{S_{\rm ch}}-1=\frac{I_L}{I_{\rm ch}} .
\end{equation}
Solving for the channel current and adding the floor gives
\begin{equation}
I_{\rm ch}=\frac{I_L}{\varepsilon},\qquad
I=I_L\left(1+\frac1\varepsilon\right).
\end{equation}
With $\varepsilon=0.05$,
\begin{equation}
I_{\rm ch}=20\,I_L,\qquad I=21\,I_L .
\end{equation}
A larger channel current makes the error smaller. If the error were instead quoted relative to the apparent swing, it would be $r/(1+r)$. Setting this to $0.05$ gives $r=1/19$ and $I_{\rm ch}=19I_L$.

A measurement supplies $I$ rather than $I_{\rm ch}$. Since $1+r=I/I_{\rm ch}=I/(I-I_L)$, equation \eqref{eq:main} can be inverted as
\begin{equation}
S_{\rm ch}=S_{\rm app}\left(1-\frac{I_L}{I}\right).
\label{eq:correct}
\end{equation}
This correction requires a known floor that stays constant up to the point of use.

\subsection*{(c) Numbers at 300 K}

The factor $n$ expresses the division of the gate voltage between oxide and silicon: a change $dV_G$ moves the surface potential by $dV_G/n$. The electron density at the source end is proportional to $\exp(\psi/V_t)$, with $V_t=k_BT/e$. In weak inversion the current is nearly proportional to that density. Strict proportionality neglects the slight thinning of the electron layer as the gate voltage rises, which makes the swing of a bulk transistor larger than the value used here: by about 2 percent in a classical treatment, and by about 5 percent when the electrons are quantised into subbands, as they are at the doping of about $4\times10^{17}$ cm$^{-3}$ that $n=1.3$ implies for a 5 nm oxide. If $n$ is read from a measured swing, it already includes this effect. With this approximation,
\begin{equation}
I_{\rm ch}\propto \exp\!\left(\frac{V_G}{nV_t}\right),\qquad
S_0=nV_t\ln 10 .
\end{equation}
At 300 K, $V_t=25.85$ mV and
\begin{equation}
S_0=1.3\times25.85\ {\rm mV}\times2.303=77.4\ \text{mV/decade}.
\end{equation}
The 5 percent point has
\begin{align}
I_{\rm ch}&=20\times10\ {\rm pA}=200\ {\rm pA},\\
I&=200\ {\rm pA}+10\ {\rm pA}=210\ {\rm pA},\\
S_{\rm app}&=1.05\times77.4=81.3\ \text{mV/decade}.
\end{align}
Equation \eqref{eq:correct} recovers the channel value: $81.3\,(1-10/210)=77.4$ mV/decade.

Between $I_{\rm ch}=I_L$ and $I_{\rm ch}=20I_L$ the channel current rises by $\log_{10}20=1.301$ decades. The gate must therefore move by
\begin{equation}
\Delta V_G=1.301\times77.4\ {\rm mV}=101\ {\rm mV}.
\end{equation}

The factor was also tested without assuming it. The channel charge was integrated numerically over the channel voltage, for the transistor described in Variation 1, and both swings were obtained from finite differences. A search for the gate voltage with a 5 percent difference gave $I_{\rm ch}/I_L=20$. The numerical output follows this sheet.

\subsection*{(d) Two points instead of a slope}

Let the channel current be $I_1$ at the lower point and $10I_1$ at the upper one. For an exponential channel current the gate step is $S_{\rm ch}$ times one decade. With $r=I_L/I_1$ at the lower point, the two-point swing of the total current satisfies
\begin{equation}
\frac{S_2}{S_{\rm ch}}
=\frac{1}{\log_{10}\dfrac{10I_1+I_L}{I_1+I_L}}
=\frac{1}{\log_{10}\dfrac{10+r}{1+r}} .
\end{equation}
For $r=0.05$ the current ratio is $10.05/1.05=9.571$, whose logarithm is $0.981$. Hence $S_2/S_{\rm ch}=1.019$, an error of 1.9 percent.

This is smaller than the local 5 percent because the two-point method averages the slope. Integrating the definition \eqref{eq:def} shows it:
\begin{equation}
\log_{10}\frac{I(V_2)}{I(V_1)}=\int_{V_1}^{V_2}\frac{dV_G}{S_{\rm app}(V_G)} .
\end{equation}
The quantity averaged is $1/S_{\rm app}$, and the leakage ratio falls tenfold across the interval.

For an allowed error $\varepsilon$, set $a=10^{1/(1+\varepsilon)}$. The condition $(10+r)/(1+r)=a$ becomes $10+r=a+ar$, so
\begin{equation}
r=\frac{10-a}{a-1}.
\end{equation}
With $\varepsilon=0.05$, $a=8.96$ and $r=0.130$. The lower point may lie at $I_1=7.7I_L$. The requirement of $20I_L$ therefore belongs to the local slope; a one-decade reading in an exponential region tolerates a lower starting current.

\subsection*{(e) Leakage that depends on the gate}

By \eqref{eq:ratio}, the two slopes are $I_{\rm ch}'=\ln10\,I_{\rm ch}/S_{\rm ch}$ and $I_L'=\ln10\,I_L/S_L$. Their sum replaces the denominator:
\begin{equation}
S_{\rm app}=\frac{I_{\rm ch}+I_L}{I_{\rm ch}/S_{\rm ch}+I_L/S_L}
=S_{\rm ch}\,\frac{1+r}{1+r\,S_{\rm ch}/S_L}.
\label{eq:sloped}
\end{equation}
The second form follows on dividing numerator and denominator by $I_{\rm ch}$ and taking out $S_{\rm ch}$. A constant floor has $|S_L|\to\infty$, which restores \eqref{eq:main}. If $S_L=S_{\rm ch}$, the factor is one: such leakage cannot be detected from the swing.

Suppose the leakage falls by one decade per volt as $V_G$ rises, so $S_L=-1000$ mV/decade. At $r=0.05$,
\begin{equation}
\frac{S_{\rm app}}{S_{\rm ch}}
=\frac{1.05}{1-0.05\times77.4/1000}=1.054 .
\end{equation}
The error becomes 5.4 percent instead of 5. The constant-floor result is adequate here because $S_{\rm ch}\ll|S_L|$.

\subsection*{Comparison with real transistors}

The values $n=1.3$, a 5 nm oxide and a channel mobility of 400 cm$^2$/Vs are roughly typical of a long-channel bulk silicon device. The 10 pA floor is a chosen value; real floors vary widely with junction area, temperature and instrument. The assumption most open to failure is gate independence. Gate-induced drain leakage falls as the gate voltage rises towards threshold, and the slope assumed in (e) moves the error by 0.4 percentage points. A steeper leakage matters more: a fall of one decade per 200 mV would give an error of about 7 percent at $I_{\rm ch}=20I_L$. Direct tunnelling through the oxide is negligible in this example: a rough estimate, with 1 V across the oxide (2 MV/cm), an oxide mass of 0.4 electron masses and a dense electron layer under the whole gate, gives about $10^{-21}$ A. Other usual choices of oxide mass and dispersion move this between about $10^{-24}$ and a few times $10^{-19}$ A, all far below the 10 pA floor. That estimate omits tunnelling through defects and does not carry over to much thinner oxides, because the transmission depends exponentially on thickness.

Heating matters more. If the floor is generation leakage proportional to the intrinsic carrier density, $T^{3/2}\exp(-E_g/2k_BT)$ with $E_g=1.12$ eV, it grows by a factor of about 44 between 300 K and 358 K when the gap is held fixed. The channel current for a 5 percent error then rises from 0.2 nA to about 9 nA. The silicon gap narrows on heating, which raises the factor to about 57 and the current to about 11 nA.

\section*{Variation 1: error relative to the ideal swing}

\emph{The measured swing is to represent the weak-inversion value $S_0$. Too little current leaves a leakage error; too much takes the channel out of weak inversion. Which currents keep the total error below 5 percent of $S_0$?}

Consider a long channel with constant mobility $\mu$, constant $n$ and Boltzmann statistics. Let $V$ be the channel voltage, zero at the source, and $Q$ the magnitude of the electron charge per area. If $\psi_p$ is the surface potential without mobile charge, then $d\psi_p/dV_G=1/n$, and the electrons lower the potential according to
\begin{equation}
Q=nC_{\rm ox}(\psi_p-\psi),\qquad Q\propto e^{(\psi-V)/V_t}.
\end{equation}
Take the logarithm of the second relation and insert $\psi=\psi_p-Q/(nC_{\rm ox})$. With $Q=2nC_{\rm ox}V_tq$, and all constants absorbed in a reference voltage $V_T$,
\begin{equation}
2q+\ln q=\frac{V_G-V_T-nV}{nV_t}.
\label{eq:q}
\end{equation}
Drift and diffusion together give $I_{\rm ch}=\mu WQ\,dV/dx$. Integrating along the channel of length $L$ yields $I_{\rm ch}=\mu(W/L)\int Q\,dV$. At fixed $V_G$, \eqref{eq:q} gives $dV=-V_t(2+1/q)\,dq$, so $q\,dV=-V_t(2q+1)\,dq$. In saturation $q$ is negligible at the drain, and with $q$ now denoting its source value,
\begin{equation}
I_{\rm ch}=I_s(q+q^2),\qquad
I_s=2n\mu C_{\rm ox}V_t^2\frac{W}{L}.
\end{equation}
At the source $V=0$, and therefore
\begin{equation}
dV_G=nV_t\,\frac{1+2q}{q}\,dq,\qquad
\frac{dI_{\rm ch}}{I_{\rm ch}}=\frac{1+2q}{q(1+q)}\,dq .
\end{equation}
Their quotient, multiplied by $\ln 10$, is $S_{\rm ch}=S_0(1+q)$. With $\lambda=I_L/I_s$, \eqref{eq:main} gives
\begin{equation}
\frac{S_{\rm app}}{S_0}=(1+q)\left[1+\frac{\lambda}{q(1+q)}\right]
=1+q+\frac{\lambda}{q}.
\end{equation}
The term $q$ is the departure from weak inversion, and $\lambda/q$ is the leakage contribution. The derivative $1-\lambda/q^2$ vanishes at $q=\sqrt\lambda$. This is a minimum, since the second derivative $2\lambda/q^3$ is positive. The smallest error is $2\sqrt\lambda$.

For $W/L=10$ and $C_{\rm ox}=0.691\ \mu$F/cm$^2$, $I_s=4.80\ \mu$A. A 10 pA floor gives $\lambda=2.08\times10^{-6}$, so the smallest error is 0.29 percent, at $I_{\rm ch}=6.9$ nA.

An error $\varepsilon$ is reached where $q+\lambda/q=\varepsilon$, or $q^2-\varepsilon q+\lambda=0$:
\begin{equation}
q=\frac{\varepsilon\pm\sqrt{\varepsilon^2-4\lambda}}{2}.
\end{equation}
For 5 percent the usable channel currents run from 200 pA to 252 nA, about three decades. The lower edge coincides with $20I_L$ to about 0.1 percent because $q$ is only $4\times10^{-5}$ there. The edges merge when $\lambda=\varepsilon^2/4$. In this transistor that means $I_L=3.0$ nA; with a larger floor no gate voltage gives $S_0$ within 5 percent. The condition $I_{\rm ch}=20I_L$ can still be met, but it then compares $S_{\rm app}$ with a channel swing that itself exceeds $S_0$.

These figures belong to the model with constant $n$. In a uniformly doped bulk transistor the depletion layer widens as the gate voltage rises, and $n$ falls by nearly 3 percent across this window. The ideal swing is then itself uncertain by a few percent, so the 0.29 percent minimum should not be expected in a measurement. The window edges are only approximate, the lower one above all: depending on where in the window $n$ equals 1.3, a classical bulk model puts it anywhere from about 0.3 to 1.2 nA instead of at 0.2 nA, with the upper edge between about 310 and 160 nA and the smallest error between 0.3 and 3 percent. These shifts omit subband quantisation, which raises the channel swing by a further 3 percent or so when $n$ is the electrostatic factor.

\section*{Variation 2: operation at 4.2 K}

\emph{Below the conduction-band edge the density of states falls as $e^{E/w}$, with $w=4$ meV and $E$ measured from the edge. Find the swing at 4.2 K and the gate interval between $I_{\rm ch}=I_L$ and the 5 percent point. Keep $n$, the mobility and the 10 pA floor at their previous values.}

Let $u$ be the Fermi level measured from the edge, well below it. The charge is the density of states times the Fermi occupation. With $y=E-u$,
\begin{equation}
Q\propto\int\frac{e^{E/w}\,dE}{1+e^{(E-u)/k_BT}}
=e^{u/w}\int\frac{e^{y/w}\,dy}{1+e^{y/k_BT}} .
\end{equation}
The last integral does not depend on $u$. It converges at large $y$ if $k_BT<w$, which holds here: $k_BT=0.36$ meV. The charge therefore follows $e^{u/w}$. The width of the tail has taken the place of the thermal energy.

At small charge $u$ at the source moves by $e\,dV_G/n$. Along the channel $dV=-du/e$, so $\int Q\,dV=(w/e)Q$ and the current is proportional to the source charge, if the tail states are mobile. Then
\begin{equation}
S_{\rm ch}\simeq n\,\frac{w}{e}\ln10
=1.3\times4\ {\rm mV}\times2.303=12.0\ \text{mV/decade}.
\end{equation}
The thermal formula $n(k_BT/e)\ln10$ would give 1.1 mV/decade. The difference comes from the band tail and must not be attributed to leakage.

The factor \eqref{eq:main} is unchanged, since its proof did not ask how the channel current arises. A numerical integration over the tail and the band, which also keeps the effect of the channel charge on the potential, gives 11.99 mV/decade for the channel at $20I_L$ and 12.59 for the total current. Their ratio is 1.05.

The gate interval does change:
\begin{equation}
\Delta V_G=1.301\times12.0\ {\rm mV}=15.6\ {\rm mV},
\end{equation}
compared with 101 mV at 300 K. A sweep in 10 mV steps places about ten steps in this interval at 300 K, but fewer than two at 4.2 K. A local slope at low temperature therefore needs a correspondingly finer gate step.

Measured swings of silicon transistors near 4 K are roughly 10 mV/decade, so the chosen tail width is of a reasonable size. The calculation ignores carrier freeze-out in the substrate, which can change $n$, and treats all tail states as mobile. At 200 pA the model holds only about four electrons in the whole channel, so the smooth tail is an averaged picture at these currents. Holding the floor at 10 pA isolates the effect of the swing. In a real device generation leakage is strongly suppressed on cooling, and the remaining floor may come from the instrument or from tunnelling. It has to be measured at the temperature of use before the factor of 20 is applied.

\section*{Computed values}
\begin{verbatim}
Temperature: 300 K
Coupling factor n: 1.3
Oxide thickness: 5 nm
Oxide relative permittivity: 3.9
Oxide capacitance: 0.6906 uF/cm2
Channel width: 10 um
Channel length: 1 um
Mobility: 400 cm2/Vs
Drain bias: 0.5 V
Leakage floor: 10 pA
Thermal voltage: 25.85 mV
Current scale I_s: 4.8 uA
Ideal swing S_0: 77.38 mV/decade
5% point: I_ch/I_L from slopes: 20
5% point: channel current: 200 pA
5% point: total current: 210 pA
5% point: V_G - V_T: -339 mV
5% point: channel swing: 77.39 mV/decade
5% point: apparent swing: 81.26 mV/decade
Gate interval I_L to 20 I_L, 300 K: 100.7 mV
One decade from 20 I_L: error: 1.94 %
One decade, 5% error: lower I_ch/I_L: 7.67
lambda = I_L/I_s: 2.08e-06
Best point: channel current: 6.9 nA
Best point: error against S_0: 0.29 %
5% window against S_0: low I_ch: 200.2 pA
5% window against S_0: high I_ch: 251.8 nA
Largest floor allowing 5%: 3 nA
Leakage swing assumed: -1000 mV/decade
Error at 20 I_L with that slope: 5.408 %
Filling and tail shift at high edge: 0.083 %
Oxide voltage in upper estimate: 1 V
Oxide field in upper estimate: 2 MV/cm
Oxide tunnelling, upper estimate: 8e-22 A
Drain factor exp(-V_D/V_t): 4e-09
Hot temperature: 358 K
Silicon gap used: 1.12 eV
Leakage growth, 300 K to hot: 44
Hot: channel current for 5%: 8.7 nA
Hot: smallest error against S_0: 1.6 %
Cold temperature: 4.2 K
Band-tail width: 4 meV
Transverse mass ratio used: 0.19
Cold: thermal-only swing: 1.08 mV/decade
Cold: tail formula swing: 11.97 mV/decade
Cold: channel swing at 20 I_L: 11.99 mV/decade
Cold: apparent swing at 20 I_L: 12.59 mV/decade
Cold: apparent/channel swing: 1.05
Cold: gate interval I_L to 20 I_L: 15.59 mV
\end{verbatim}
